# Why nearest-neighbour bcc springs leave a free shear

Build a body-centred cubic crystal from atoms joined to their eight nearest neighbours by springs. Each spring is shared by two atoms, so there are four springs per atom against three coordinates, and the structure looks more than adequately braced. Yet one kind of shear costs no harmonic energy, and along whole lines of wavevectors one phonon frequency is zero. In classical harmonic theory a normal coordinate of frequency \(\omega\) has thermal mean square proportional to \(1/\omega^2\), so these modes have no finite thermal amplitude. The fault lies in the directions of the springs, and more stiffness in the same springs does not cure it.

## The harmonic energy of a bond

Let \(a\) be the cubic edge and \(M\) the atomic mass. The first-neighbour vectors are
\[
\mathbf R=\frac a2(\sigma_x,\sigma_y,\sigma_z),\qquad \sigma_i=\pm1,
\]
with length \(R_1=\sqrt3a/2\) and spring constant \(K_1>0\). The six second neighbours lie at distance \(a\) along the cube axes and have spring constant \(K_2\), at first set to zero. All springs are at their natural length, a condition relaxed at the end.

Let \(\mathbf d\) be the relative displacement of the ends of a bond \(\mathbf R=R\mathbf n\), where \(\mathbf n\) is a unit vector. Expanding the square root in the new length gives
\[
|\mathbf R+\mathbf d|=R+\mathbf n\cdot\mathbf d+\frac{d^2-(\mathbf n\cdot\mathbf d)^2}{2R}+\cdots .
\]
The spring energy is half \(K\) times the squared extension, so its second-order part is
\[
\tfrac12K(\mathbf n\cdot\mathbf d)^2 .
\]
Motion perpendicular to an unstressed bond is free at this order.

The corresponding equation of motion is
\[
M\ddot{\mathbf u}(\mathbf r)=\sum_{\mathbf R}K_R\,\mathbf n\,\bigl(\mathbf n\cdot[\mathbf u(\mathbf r+\mathbf R)-\mathbf u(\mathbf r)]\bigr).
\]
Insert \(\mathbf u=\mathbf e\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}\). Neighbours come in pairs \(\pm\mathbf R\), so the sine terms cancel and
\[
M\omega^2\mathbf e=\sum_{\mathbf R}K_R\,\mathbf n(\mathbf n\cdot\mathbf e)\,[1-\cos(\mathbf q\cdot\mathbf R)]. \tag{1}
\]
A bond contributes only if the displacement has a component along it and its two ends move with different phases.

## Planes that slide

The T1 branch along [110] has
\[
\mathbf q=(q,q,0),\qquad \mathbf e=\frac{(1,-1,0)}{\sqrt2}.
\]
For a first-neighbour bond,
\[
\mathbf n\cdot\mathbf e=\frac{\sigma_x-\sigma_y}{\sqrt6},\qquad
\mathbf q\cdot\mathbf R=\frac{qa}{2}(\sigma_x+\sigma_y).
\]
Their product is proportional to \(\sigma_x^2-\sigma_y^2=0\), so at least one factor vanishes for every bond. Each term on the right of (1) is then zero, and \(\omega=0\) for every \(q\) on the line.

The geometry shows the cause. Divide the crystal into (110) planes, numbered by the integer \(p=(x+y)/a\). An atom has four first neighbours in its own plane, with \(\sigma_x=-\sigma_y\), and four in the adjacent planes, with \(\sigma_x=\sigma_y\). Move each plane rigidly by its own amount \(u_p\) along \(\mathbf e\). Bonds within a plane are carried along unchanged. Bonds between planes point along \((1,1,\pm1)\) or the reverse, perpendicular to \(\mathbf e\), so they do not stretch at first order. The amounts \(u_p\) are arbitrary, which is why the frequency vanishes along the whole branch and not merely at long wavelength.

Now let the slide grow uniformly from plane to plane:
\[
u_x=\varepsilon(x+y),\qquad u_y=-\varepsilon(x+y),\qquad u_z=0.
\]
The symmetric strain has \(\varepsilon_{xx}=\varepsilon\), \(\varepsilon_{yy}=-\varepsilon\) and \(\varepsilon_{xy}=\frac12(\varepsilon-\varepsilon)=0\); the rest of the displacement gradient is a rotation. The energy density of a cubic crystal is
\[
w=\tfrac12C_{11}\sum_i\varepsilon_{ii}^2+C_{12}\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}+\tfrac12C_{44}\sum_{i<j}\gamma_{ij}^2,\qquad \gamma_{ij}=2\varepsilon_{ij}.
\]
For this strain it equals \(C_{11}\varepsilon^2-C_{12}\varepsilon^2\). The sliding planes cost nothing, so \(C_{11}-C_{12}=0\). The zero branch and the missing elastic stiffness are the same free motion, seen at general and at long wavelength.

## What the springs do resist

Under a uniform strain a bond stretches by \(R\,\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n\) at first order. Each atom sits at an inversion centre and there is one atom per primitive cell, so no internal displacement has to be relaxed. The volume per atom is \(a^3/2\), and each atom owns half of every bond it touches:
\[
w=\frac{2}{a^3}\,\frac12\sum_{\mathbf R}\frac12K_RR^2(\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n)^2
=\frac1{2a^3}\sum_{\mathbf R}K_RR^2(\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n)^2 .
\]

For the first neighbours \(n_i=\sigma_i/\sqrt3\), and
\[
\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n=\frac13\Bigl(\sum_i\varepsilon_{ii}+\sum_{i<j}\sigma_i\sigma_j\gamma_{ij}\Bigr).
\]
When this is squared and summed over the eight sign choices, the cross terms cancel. With \(R_1^2=3a^2/4\),
\[
w_1=\frac{K_1}{2a^3}\,\frac{3a^2}{4}\,\frac89\Bigl[\Bigl(\sum_i\varepsilon_{ii}\Bigr)^2+\sum_{i<j}\gamma_{ij}^2\Bigr]
=\frac{K_1}{3a}\Bigl[\Bigl(\sum_i\varepsilon_{ii}\Bigr)^2+\sum_{i<j}\gamma_{ij}^2\Bigr].
\]
The first springs resist changes of volume and changes of the angles between the cube axes. At this order they do not resist stretching one cube axis while shortening another at fixed volume, because every bond makes the same angle with all three axes.

Second neighbours break this equality, since each lies along one axis. There are two per axis, so
\[
w_2=\frac{K_2}{2a^3}\,a^2\,2\sum_i\varepsilon_{ii}^2=\frac{K_2}{a}\sum_i\varepsilon_{ii}^2 .
\]
Comparing \(w_1+w_2\) with the cubic form gives
\[
C_{11}=\frac{2K_1}{3a}+\frac{2K_2}{a},\qquad C_{12}=C_{44}=\frac{2K_1}{3a},
\]
\[
C'\equiv\frac{C_{11}-C_{12}}2=\frac{K_2}{a}. \tag{2}
\]
The shear stiffness \(C'\) comes entirely from the second springs.

## Why counting bonds misses it

A count of springs against coordinates assumes that the springs impose independent constraints. Here some are redundant while certain motions remain unconstrained. Equation (1) locates all of these motions. With \(K_2=0\), multiply it by \(\mathbf e^*\) and combine opposite neighbours:
\[
M\omega^2=2K_1\sum_{b=1}^4|\mathbf n_b\cdot\mathbf e|^2\,[1-\cos(\mathbf q\cdot\mathbf R_b)].
\]
No term is negative. A zero mode must therefore be perpendicular to every bond whose phase \(\mathbf q\cdot\mathbf R_b\) is not a multiple of \(2\pi\). Any three of the four bond directions are linearly independent, so no non-zero \(\mathbf e\) is perpendicular to three of them. At least two phases must be multiples of \(2\pi\).

Take these two bonds along \((1,-1,1)\) and \((1,-1,-1)\), with phases \(2\pi m\) and \(2\pi n\). Adding and subtracting the two conditions gives
\[
q_x-q_y=\frac{2\pi}{a}(m+n),\qquad q_z=\frac{2\pi}{a}(m-n).
\]
Thus \(\mathbf q\) is \((q_y,q_y,0)\) plus \((2\pi/a)(m+n,0,m-n)\). The added integers have the even sum \(2m\), which makes this a reciprocal-lattice vector of bcc. The wavevector is equivalent to one on the [110] line. The six ways of choosing two bonds from four give, by cubic symmetry, the six ⟨110⟩ lines.

If a third phase is also a multiple of \(2\pi\), so is the fourth, because the four bond vectors, with suitable signs, add to zero. These vectors generate the lattice, so \(\mathbf q\) is then equivalent to the zone centre Γ. It follows that different lines meet only at Γ, and that elsewhere each line carries one zero mode per wavevector.

A periodic supercell of \(L\times L\times L\) primitive cells allows the wavevectors that are reciprocal-lattice vectors divided by \(L\). The [110] line closes on itself after \((2\pi/a)(1,1,0)\), the shortest reciprocal-lattice vector in its direction, so it contains the multiples of this vector divided by \(L\): there are \(L\) allowed wavevectors on each line, counting Γ. The number of zero modes is therefore
\[
6(L-1)+3,
\]
where the 3 are the uniform translations. Diagonalising the real-space force-constant matrix gives 21 zero modes for 64 atoms (\(L=4\)) and 27 for 125 atoms (\(L=5\)), as the formula requires. With \(K_2>0\) only the three translations remain.

## How much the second springs restore

For T1, the second neighbours along \(\pm x\) and \(\pm y\) have \((\mathbf n\cdot\mathbf e)^2=1/2\) and phase \(\pm qa\). Those along \(\pm z\) do not contribute. Hence
\[
M\omega_{T1}^2=4\,\frac{K_2}{2}(1-\cos qa)=4K_2\sin^2\frac{qa}{2}. \tag{3}
\]

The other two branches set the scale. Reflections \(x\leftrightarrow y\) and \(z\to-z\) leave \(\mathbf q\) unchanged and fix the polarisations as \(\mathbf e\), the \(z\) axis (T2) and \((1,1,0)/\sqrt2\) (L). Among the first neighbours, only the four in adjacent planes have a phase difference. The second neighbours add nothing to T2: those along \(\pm x\) and \(\pm y\) are perpendicular to its polarisation, and those along \(\pm z\) have no phase difference. For T2 each of the four interplane first neighbours has \((\mathbf n\cdot\mathbf e)^2=1/3\); for L each has \(2/3\), and the second neighbours add the same amount as in (3). With \(1-\cos qa=2\sin^2(qa/2)\),
\[
M\omega_{T2}^2=\frac83K_1\sin^2\frac{qa}{2},\qquad
M\omega_L^2=\Bigl(\frac{16}3K_1+4K_2\Bigr)\sin^2\frac{qa}{2}.
\]

Any \(K_2>0\) stabilises the lattice. Both spring energies are then non-negative, so a zero mode of the whole must be a zero mode of the first springs alone. Those lie on the ⟨110⟩ lines, where (3) is positive except at points equivalent to Γ. For \(K_2<0\), (3) is negative and the slide grows. The value \(K_2=0\) is the boundary.

Two ratios measure the recovery:
\[
\frac{C'}{C_{44}}=\frac{3K_2}{2K_1},\qquad
\frac{\omega_{T1}}{\omega_{T2}}=\sqrt{\frac{3K_2}{2K_1}} .
\]
The frequency rises as a square root, so a weak second spring shows up sooner there than in the elastic constant. For \(K_2/K_1=0.01\) the ratios are 0.015 and 0.12. At \(K_2=2K_1/3\) both are 1: the crystal is elastically isotropic and the two transverse branches coincide along [110].

## A numerical lattice

Take the round values \(a=10\) bohr, \(M=100000\) electron masses, \(K_1=0.010\) and \(K_2=0.002\) hartree/bohr². Then
\[
C_{12}=C_{44}=\frac{2(0.010)}{3(10)}=6.67\times10^{-4}\ \text{hartree/bohr}^3,
\]
\[
C'=\frac{0.002}{10}=2.00\times10^{-4}\ \text{hartree/bohr}^3=5.88\ \text{GPa}.
\]
The second springs raise \(C_{11}\) by \(2K_2/a=4.00\times10^{-4}\), from \(6.67\times10^{-4}\) to \(1.067\times10^{-3}\) hartree/bohr³. The ratio \(C'/C_{44}\) is 0.30.

At the zone-boundary point N, \(q=\pi/a\) and the sine is 1. In atomic units
\[
\omega_{T1}=2\sqrt{\frac{0.002}{100000}}=2.83\times10^{-4},
\]
which corresponds to an ordinary frequency \(\omega/2\pi\) of 1.86 THz. The T2 value is \(5.16\times10^{-4}\), so the soft branch reaches 0.55 of its partner although the second springs have one fifth of the stiffness of the first.

At long wavelength \(\omega_{T1}=qa\sqrt{K_2/M}\). Since \(|\mathbf q|=\sqrt2q\), the sound speed is
\[
v=a\sqrt{\frac{K_2}{2M}}=10\sqrt{\frac{0.002}{200000}}=1.00\times10^{-3}
\]
atomic units. With density \(\rho=2M/a^3\) this gives \(\rho v^2=K_2/a\), in agreement with (2).

## Beyond harmonic order

If the spacing of the planes is held fixed, the interplane bonds do stretch at second order in the slide. At N with \(K_2=0\), adjacent planes move by \(+A\) and \(-A\), so a bond between them acquires a perpendicular displacement \(2A\). Its extension is
\[
\sqrt{R_1^2+4A^2}-R_1\simeq\frac{2A^2}{R_1}.
\]
Four such neighbours amount to two bonds per atom, and the energy per atom is
\[
2\cdot\frac12K_1\Bigl(\frac{2A^2}{R_1}\Bigr)^2=\frac{4K_1A^4}{R_1^2}=\frac{16K_1A^4}{3a^2}.
\]
For \(A=0.5\) bohr this leading term is \(3.33\times10^{-5}\) hartree, and the full spring energy is \(3.31\times10^{-5}\). The second springs contribute \(9.96\times10^{-4}\) hartree at the same amplitude, thirty times more. At fixed plane spacing the first springs limit the slide only by this quartic energy, which gives no harmonic frequency. If the spacing may change, even that disappears. An interplane bond has the component \(h\), the plane spacing, along [110], the component \(\pm a/2\) along \(z\), and the relative slide \(\delta\) along \(\mathbf e\). Its squared length \(h^2+a^2/4+\delta^2\) keeps the value \(3a^2/4\) when the spacing shrinks from \(a/\sqrt2\) to \(h=\sqrt{a^2/2-\delta^2}\), and the bonds within the rigid planes are unchanged. A crystal free to contract along [110] can therefore slide by a finite amount at no cost in the first springs.

One family of uniform deformations is free at finite size as well. If the cubic cell becomes a box with edges \(l_x,l_y,l_z\), every first-neighbour bond has length \(\frac12\sqrt{l_x^2+l_y^2+l_z^2}\). Any path with
\[
l_x^2+l_y^2+l_z^2=3a^2
\]
leaves all first springs unstretched. One such path ends at \(l_x=l_y=0.866a\), \(l_z=1.225a\). There \(l_z/l_x=\sqrt2\), which is the fcc lattice described in a body-centred cell: four former second neighbours have come in to the first-neighbour distance, making twelve. The first springs alone cannot tell bcc from any structure along this path. The second springs, kept attached to their original partners, can. There are three per atom, and their energy at the end point is
\[
\frac12K_2a^2\bigl[2(1-0.866)^2+(1.225-1)^2\bigr]=8.6\times10^{-3}\ \text{hartree per atom}.
\]

## When the bonds are under stress

For a general pair potential \(\varphi_s\) in shell \(s\), equilibrium may balance a pull in one shell against a push in the other. Define \(K_s=\varphi_s''(R_s)\) and the tension \(\tau_s=\varphi_s'(R_s)/R_s\). The second-order term in the bond length now matters, and the quadratic bond energy becomes
\[
\tfrac12K_s(\mathbf n\cdot\mathbf d)^2+\tfrac12\tau_s\bigl[d^2-(\mathbf n\cdot\mathbf d)^2\bigr].
\]
The terms linear in \(\mathbf d\) cancel in the sum over the crystal for a wave.

In the T1 wave the four interplane first neighbours have \(\mathbf d\perp\mathbf n\) and contribute \(4\tau_1(1-\cos qa)\). The four second neighbours along \(x\) and \(y\) contribute \(4\cdot\frac12(K_2+\tau_2)(1-\cos qa)\). Together,
\[
M\omega_{T1}^2=4(K_2+\tau_2+2\tau_1)\sin^2\frac{qa}{2}.
\]
The static energy per atom is \(4\varphi_1+3\varphi_2\). At zero pressure it is stationary under uniform scaling:
\[
4R_1^2\tau_1+3a^2\tau_2=3a^2(\tau_1+\tau_2)=0 .
\]
Hence \(\tau_2=-\tau_1\), and
\[
M\omega_{T1}^2=4(K_2+\tau_1)\sin^2\frac{qa}{2},\qquad C'=\frac{K_2+\tau_1}{a},
\]
where \(C'\) follows from \(\rho v^2\) as before. If the potential reaches only first neighbours, zero pressure forces \(\tau_1=0\), and the free slide returns whatever the shape of the potential.

In the numerical lattice, with \(\tau_2=-\tau_1\) to keep the pressure zero, a first-shell tension of \(+0.0005\) hartree/bohr² raises \(C'\) from \(2.0\times10^{-4}\) to \(2.5\times10^{-4}\) hartree/bohr³, and the opposite sign lowers it to \(1.5\times10^{-4}\). Stretched first bonds resist the slide as taut strings resist sideways motion; compressed ones assist it.

A Lennard-Jones potential cut after two shells shows how both terms can fail. In units of its well depth and minimum distance, the zero-pressure bcc lattice has its first neighbours at 0.975, inside the minimum, and its second at 1.126. The first shell is compressed, with \(\tau_1=-2.36\). The second lies where the potential curves downward, with \(K_2=-2.92\). Then
\[
C'=\frac{-2.92-2.36}{1.126}\approx-4.7,
\]
and this model crystal is unstable against the shear. The numerical check checks the value, and the prestress formula for \(C'\), against energies computed from explicit bond lengths. These numbers belong to the two-shell cut. With more shells the lattice contracts, and from four shells on the second neighbours lie inside the inflection point at 1.109, so \(K_2\) is positive. With forty shells the edge is 1.099, \(K_2\approx+2.0\), and \(C'\), which then has contributions from the further shells that the formula above omits, is about \(-9.7\). The instability remains, but the negative \(K_2\) does not.

## Values computed for the example and the checks

```
Cubic edge a = 10.0 bohr
Mass M = 100000 electron masses
K1 = 0.0100 hartree/bohr^2
K2 = 0.0020 hartree/bohr^2
First-neighbour bonds per atom = 4
Neighbours in own (110) plane = 4
Neighbours in adjacent planes = 4
Elastic constants, hartree/bohr^3:
  C11: K2=0 6.6667e-04; with K2 1.0667e-03
  C12: K2=0 6.6667e-04; with K2 6.6667e-04
  C44: K2=0 6.6667e-04; with K2 6.6667e-04
  C': K2=0 0.0000e+00; with K2 2.0000e-04
C' with K2 = 5.884 GPa
Anisotropy C44/C' = 3.3333
[110] angular frequencies with K2, 1e-4 atomic units:
  qa/pi=0.25: T1 1.0824, T2 1.9762, L 2.9970
  qa/pi=0.50: T1 2.0000, T2 3.6515, L 5.5377
  qa/pi=1.00: T1 2.8284, T2 5.1640, L 7.8316
T1 frequency at N = 1.8610 THz
T1 sound speed = 1.0000e-03 atomic units
Effect of K2/K1 at fixed K1 (dimensionless ratios):
  K2/K1=0.0100: C'/C44 0.0150, T1/T2 at N 0.1225
  K2/K1=0.0500: C'/C44 0.0750, T1/T2 at N 0.2739
  K2/K1=0.2000: C'/C44 0.3000, T1/T2 at N 0.5477
  K2/K1=0.6667: C'/C44 1.0000, T1/T2 at N 1.0000
Supercell L=4, 64 atoms: zero modes 21 (K2=0), 3 (K2>0)
Supercell L=5, 125 atoms: zero modes 27 (K2=0), 3 (K2>0)
Test K2 = -1.0000e-04 hartree/bohr^2: lowest Hessian
  eigenvalue (L=4) = -4.0000e-04 hartree/bohr^2
N-slide amplitude = 0.50 bohr
  K1 energy, exact = 3.3113e-05 hartree/atom
  K1 energy, quartic term = 3.3333e-05 hartree/atom
  K2 energy, exact = 9.9626e-04 hartree/atom
Fixed-bond path end: edges/a = 0.8660, 0.8660, 1.2247
  nearest neighbours = 12
  energy of original K2 springs = 8.6409e-03 hartree/atom
Zero-pressure prestress (tension and stiffness: hartree/bohr^2):
  first-shell tension -0.0005: C' 1.5000e-04 hartree/bohr^3, M omega^2 at N 6.0000e-03
  first-shell tension +0.0005: C' 2.5000e-04 hartree/bohr^3, M omega^2 at N 1.0000e-02
Two-shell Lennard-Jones bcc, well depth = minimum distance = 1:
  edge 1.1263, first-neighbour distance 0.9754
  first-shell tension -2.3641, second-shell K2 -2.9227
  C' = -4.6941 (reduced units)
```
